\section*{Spinor brackets for massless momenta: definitions and four working identities}

\section{What fails without a fixed definition}

Suppose a program obtains its massless helicity spinors from an eigenvector routine and scales each unit eigenvector by $\sqrt{2|p^0|}$. Each spinor then carries an arbitrary phase. The moduli of all spinor products are correct, so a single squared product looks right. But a product takes its row from the spinor of one helicity and its column from the spinor of the other, and when these phases are unrelated the product of $i$ and $j$ is in general no longer minus the product of $j$ and $i$. If diagrams are simplified with identities that assume this antisymmetry, their relative phases come out wrong, and so does their interference. A second fault is a reversed square bracket, which changes the sign of every two-particle invariant computed as an angle bracket times a square bracket. In a product with two square brackets the two signs cancel, so the fault can stay hidden there.

The first fault is removed by building all spinors of one momentum from a single factorization, the second by fixing the sign of each bracket in an explicit definition. With the definitions below, for massless momenta $p_i$,
\begin{align}
\langle ij\rangle&=-\langle ji\rangle,\qquad [ij]=-[ji],\label{anti}\\
\langle ij\rangle[ji]&=s_{ij}=(p_i+p_j)^2=2p_i\cdot p_j,\label{inv}\\
0&=\langle ij\rangle\langle kl\rangle+\langle ik\rangle\langle lj\rangle+\langle il\rangle\langle jk\rangle,\label{schouten}\\
\langle i|\gamma^\mu|j]\,\langle k|\gamma_\mu|l]&=2\langle ik\rangle[lj].\label{fierz}
\end{align}
Equation (\ref{schouten}) also holds with square brackets throughout. The order in (\ref{inv}) matters: in this convention $\langle ij\rangle[ij]=-s_{ij}$.

\section{Factorizing a massless momentum}

The metric is $g=\mathrm{diag}(1,-1,-1,-1)$ and $\hbar=c=1$. Momenta are real and nonzero. Their energies may be negative, because an incoming particle of momentum $q$ is entered as an outgoing momentum $-q$. Define
\begin{equation}
\sigma^\mu=(1,\boldsymbol\sigma),\qquad
\bar\sigma^\mu=(1,-\boldsymbol\sigma),\qquad
\varepsilon=\begin{pmatrix}0&1\\-1&0\end{pmatrix},
\end{equation}
and assign to each momentum the matrix
\begin{equation}
P=p^0+\boldsymbol p\cdot\boldsymbol\sigma=
\begin{pmatrix}p^0+p^z&p^x-ip^y\\p^x+ip^y&p^0-p^z\end{pmatrix}.
\end{equation}
Its determinant is $(p^0)^2-(p^z)^2-(p^x)^2-(p^y)^2=p^2$. For a nonzero massless momentum the determinant vanishes while $P$ does not, so $P$ has rank one and is a column times a row:
\begin{equation}
P=\lambda\tilde\lambda^T. \label{factor}
\end{equation}
A massive momentum has $\det P\ne0$, hence rank two, and cannot be written this way.

For $p^0>0$ let $p^+=p^0+p^z$. If $p^+\neq0$, take
\begin{equation}
\lambda=\frac{1}{\sqrt{p^+}}\begin{pmatrix}p^+\\p^x+ip^y\end{pmatrix},
\qquad \tilde\lambda=\lambda^*. \label{explicit}
\end{equation}
The first row and column of $\lambda\tilde\lambda^T$ agree with $P$ by inspection. The remaining entry is
\begin{equation}
\frac{(p^x)^2+(p^y)^2}{p^+}=\frac{(p^0)^2-(p^z)^2}{p^0+p^z}=p^0-p^z,
\end{equation}
where masslessness was used in the first equality. If $p^+=0$, the momentum points along $-z$ and $P=\mathrm{diag}(0,2p^0)$, so $\lambda=(0,\sqrt{2p^0})^T$ serves. Close to this direction the sum $p^0+p^z$ loses digits by cancellation; the equal expression $[(p^x)^2+(p^y)^2]/(p^0-p^z)$ avoids that subtraction.

For $p^0<0$, compute $\lambda$ from $-p$ and set $\tilde\lambda=-\lambda^*$. Then $\lambda\tilde\lambda^T=-(-P)=P$. Both cases are covered by
\begin{equation}
\tilde\lambda_i=\eta_i\lambda_i^*,\qquad \eta_i=\mathrm{sgn}(p_i^0). \label{reality}
\end{equation}

The replacement $\lambda\to t\lambda$, $\tilde\lambda\to\tilde\lambda/t$ leaves $P$ unchanged. Condition (\ref{reality}) restricts $t$ to a phase. Spinors are therefore convention dependent, but any expression in which each $\lambda_i$ is accompanied by one $\tilde\lambda_i$ is not.

\section{Dirac spinors and brackets}

In the chiral basis,
\begin{equation}
\gamma^\mu=\begin{pmatrix}0&\sigma^\mu\\\bar\sigma^\mu&0\end{pmatrix},\qquad
\gamma\cdot p=\begin{pmatrix}0&\bar P\\P&0\end{pmatrix},\qquad
\bar P=p^0-\boldsymbol p\cdot\boldsymbol\sigma. \label{chiral}
\end{equation}
The blocks follow from lowering the index: $p_\mu\sigma^\mu=p^0-\boldsymbol p\cdot\boldsymbol\sigma$ and $p_\mu\bar\sigma^\mu=p^0+\boldsymbol p\cdot\boldsymbol\sigma$. Define two columns and two rows for each momentum:
\begin{align}
|i\rangle&=\begin{pmatrix}0\\\lambda_i\end{pmatrix},&
|i]&=\begin{pmatrix}-\varepsilon\tilde\lambda_i\\0\end{pmatrix},\\
\langle i|&=(0,\ \lambda_i^T\varepsilon),&
[i|&=(\tilde\lambda_i^T,\ 0).
\end{align}

To verify that the columns solve the massless Dirac equation, multiply out for a general $2\times2$ matrix:
\begin{equation}
A=\begin{pmatrix}a&b\\c&d\end{pmatrix}
\quad\Longrightarrow\quad
\varepsilon A^T\varepsilon^T=\begin{pmatrix}d&-b\\-c&a\end{pmatrix}
=(\mathrm{tr}A)\,1-A. \label{adj}
\end{equation}
Since $\mathrm{tr}P=2p^0$, this gives $\bar P=\varepsilon P^T\varepsilon^T=\varepsilon\tilde\lambda\lambda^T\varepsilon^T$. For any two-component $v$, the number $v^T\varepsilon v=v_1v_2-v_2v_1$ is zero. Therefore
\begin{equation}
\bar P\lambda=\varepsilon\tilde\lambda(\lambda^T\varepsilon^T\lambda)=0,\qquad
P(-\varepsilon\tilde\lambda)=-\lambda(\tilde\lambda^T\varepsilon\tilde\lambda)=0,
\end{equation}
which are the Dirac equations for $|i\rangle$ and $|i]$. The same blocks give
\begin{equation}
\gamma\cdot p_i=|i\rangle[i|+|i]\langle i|: \label{complete}
\end{equation}
the first term supplies $\lambda\tilde\lambda^T=P$ in the lower left, and the second supplies $-\varepsilon\tilde\lambda\lambda^T\varepsilon=\bar P$ in the upper right, because $\varepsilon^T=-\varepsilon$.

For positive energy, $\bar P\lambda=0$ means $\hat{\boldsymbol p}\cdot\boldsymbol\sigma\,\lambda=\lambda$, so $|i\rangle$ has helicity $+\frac12$. Likewise $P\varepsilon\tilde\lambda=0$ gives $|i]$ helicity $-\frac12$. In this case $[i|$ and $\langle i|$ are the Dirac adjoints of $|i\rangle$ and $|i]$, respectively.

The brackets are the products of these rows and columns:
\begin{align}
\langle ij\rangle&=\lambda_i^T\varepsilon\lambda_j
=\lambda_{i1}\lambda_{j2}-\lambda_{i2}\lambda_{j1},\label{angle}\\
[ij]&=-\tilde\lambda_i^T\varepsilon\tilde\lambda_j
=-\tilde\lambda_{i1}\tilde\lambda_{j2}+\tilde\lambda_{i2}\tilde\lambda_{j1}.\label{square}
\end{align}
A number equals its transpose, so
\begin{equation}
\langle ij\rangle=(\lambda_i^T\varepsilon\lambda_j)^T
=\lambda_j^T\varepsilon^T\lambda_i=-\langle ji\rangle .
\end{equation}
The same argument applies to (\ref{square}). This proves (\ref{anti}), and in particular $\langle ii\rangle=[ii]=0$. The components of $\lambda$ are ordinary commuting numbers here; the sign comes from $\varepsilon$.

The proof uses the fact that $\langle i|$ and $|i\rangle$ contain the same $\lambda_i$. Suppose the negative-helicity spinor is instead given its own phase, $|i]\to e^{i\alpha_i}|i]$ and $\langle i|\to e^{-i\alpha_i}\langle i|$, with $|i\rangle$ and $[i|$ unchanged. The new angle products then satisfy
\begin{equation}
\langle ij\rangle'+\langle ji\rangle'
=(e^{-i\alpha_i}-e^{-i\alpha_j})\langle ij\rangle ,
\end{equation}
which is nonzero for unequal phases and $\langle ij\rangle\ne0$. However, $[ji]'=e^{i\alpha_i}[ji]$, so $\langle ij\rangle'[ji]'=\langle ij\rangle[ji]$. A check of the invariant alone does not detect this fault.

Finally, inserting (\ref{reality}) into (\ref{square}) gives
\begin{equation}
[ij]=-\eta_i\eta_j(\lambda_i^T\varepsilon\lambda_j)^*
=\eta_i\eta_j\langle ji\rangle^*. \label{conj}
\end{equation}
Code that obtains square brackets by conjugation needs the factor $\eta_i\eta_j$ when incoming and outgoing momenta are mixed.

\section{The invariant}

Place the spinors side by side as columns of $2\times2$ matrices. Then
\begin{equation}
P_i+P_j=\lambda_i\tilde\lambda_i^T+\lambda_j\tilde\lambda_j^T
=(\lambda_i\ \lambda_j)(\tilde\lambda_i\ \tilde\lambda_j)^T.
\end{equation}
The left side is the matrix of $p_i+p_j$, so its determinant is $(p_i+p_j)^2=s_{ij}$. The determinant of the right side is a product of two determinants:
\begin{equation}
s_{ij}=(\lambda_{i1}\lambda_{j2}-\lambda_{i2}\lambda_{j1})
(\tilde\lambda_{i1}\tilde\lambda_{j2}-\tilde\lambda_{i2}\tilde\lambda_{j1})
=\langle ij\rangle(-[ij])=\langle ij\rangle[ji].
\end{equation}
This is (\ref{inv}); $s_{ij}=2p_i\cdot p_j$ because $p_i^2=p_j^2=0$.

By (\ref{conj}), $[ji]=\eta_i\eta_j\langle ij\rangle^*$, and hence
\begin{equation}
s_{ij}=\eta_i\eta_j|\langle ij\rangle|^2,\qquad
|\langle ij\rangle|=|[ij]|=\sqrt{|s_{ij}|}. \label{modulus}
\end{equation}
A bracket is thus a square root of an invariant, together with a phase. For two positive energies $E_i,E_j$ and opening angle $\theta_{ij}$,
\begin{equation}
|\langle ij\rangle|=\sqrt{2E_iE_j(1-\cos\theta_{ij})}
=2\sqrt{E_iE_j}\,\sin(\theta_{ij}/2).
\end{equation}
It vanishes linearly with the angle in the collinear limit and as $\sqrt{E_i}$ when particle $i$ becomes soft.

\section{The Schouten identity}

Spinors have two components, so any three of them are linearly dependent. To find the coefficients, choose $a=1$ or $2$ and write a determinant whose first row repeats one of the other two:
\begin{equation}
0=\begin{vmatrix}
\lambda_{ja}&\lambda_{ka}&\lambda_{la}\\
\lambda_{j1}&\lambda_{k1}&\lambda_{l1}\\
\lambda_{j2}&\lambda_{k2}&\lambda_{l2}
\end{vmatrix}
=\lambda_{ja}\langle kl\rangle-\lambda_{ka}\langle jl\rangle+\lambda_{la}\langle jk\rangle .
\end{equation}
The minors are angle brackets by (\ref{angle}). With $-\langle jl\rangle=\langle lj\rangle$, both values of $a$ combine into
\begin{equation}
\lambda_j\langle kl\rangle+\lambda_k\langle lj\rangle+\lambda_l\langle jk\rangle=0.
\label{vector}
\end{equation}
Multiplication from the left by $\lambda_i^T\varepsilon$ turns each spinor into a bracket and gives (\ref{schouten}). For square brackets, replace $\lambda$ by $\tilde\lambda$. Each minor then equals minus a square bracket, and so does each contraction with $\tilde\lambda_i^T\varepsilon$; these signs are common to all three terms and drop out.

When $\langle kl\rangle\ne0$, equation (\ref{vector}) expands $\lambda_j$ in the basis $\lambda_k,\lambda_l$. In amplitudes this allows terms with different denominators to be combined. Momentum conservation is not needed.

\section{The Fierz contraction}

First reduce the current to two components. Multiplying the blocks gives
\begin{equation}
\langle i|\gamma^\mu|j]
=\lambda_i^T\varepsilon\bar\sigma^\mu(-\varepsilon\tilde\lambda_j)
=\lambda_i^T(\varepsilon\bar\sigma^\mu\varepsilon^T)\tilde\lambda_j .
\end{equation}
Apply (\ref{adj}) with $A^T=\bar\sigma^\mu$. The unit matrix maps to itself, and the traceless matrix $-\sigma_k$ maps to $\sigma_k^T$. Thus $\varepsilon\bar\sigma^\mu\varepsilon^T=(\sigma^\mu)^T$, and
\begin{equation}
\langle i|\gamma^\mu|j]=\lambda_i^T(\sigma^\mu)^T\tilde\lambda_j
=\tilde\lambda_j^T\sigma^\mu\lambda_i=[j|\gamma^\mu|i\rangle. \label{current}
\end{equation}
The last equality is the direct block product of $[j|$, $\gamma^\mu$ and $|i\rangle$. For $i=j$ the current is $\mathrm{tr}(\sigma^\mu P_i)=2p_i^\mu$.

Next sum over $\mu$. Every $2\times2$ matrix can be expanded as
\begin{equation}
A_{ab}=\tfrac12\delta_{ab}\,\mathrm{tr}A
+\tfrac12\sum_k(\sigma_k)_{ab}\,\mathrm{tr}(\sigma_kA).
\end{equation}
Comparing the coefficient of the arbitrary element $A_{dc}$ on both sides gives
\begin{equation}
\sum_k(\sigma_k)_{ab}(\sigma_k)_{cd}=2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd}.
\end{equation}
The spatial part enters the Minkowski sum with a minus sign:
\begin{align}
g_{\mu\nu}(\sigma^\mu)_{ab}(\sigma^\nu)_{cd}
&=\delta_{ab}\delta_{cd}-(2\delta_{ad}\delta_{bc}-\delta_{ab}\delta_{cd})\nonumber\\
&=2(\delta_{ab}\delta_{cd}-\delta_{ad}\delta_{bc})
=2\varepsilon_{ac}\varepsilon_{bd}. \label{sigmasum}
\end{align}
The last step is the product rule for two antisymmetric symbols in two dimensions. Now contract with the four spinors:
\begin{align}
\langle i|\gamma^\mu|j]\langle k|\gamma_\mu|l]
&=2\,\tilde\lambda_{ja}\lambda_{ib}\tilde\lambda_{lc}\lambda_{kd}\,
\varepsilon_{ac}\varepsilon_{bd}\nonumber\\
&=2(\tilde\lambda_j^T\varepsilon\tilde\lambda_l)(\lambda_i^T\varepsilon\lambda_k)
=2(-[jl])\langle ik\rangle=2\langle ik\rangle[lj].
\end{align}
This proves (\ref{fierz}). The case $i=j$, $k=l$ checks factor and sign: the left side is $(2p_i)\cdot(2p_k)=4p_i\cdot p_k$, and the right side is $2\langle ik\rangle[ki]=2s_{ik}=4p_i\cdot p_k$. If the second current is written in the other order, (\ref{current}) gives $\langle i|\gamma^\mu|j][k|\gamma_\mu|l\rangle=2\langle il\rangle[kj]$.

The sum runs over four spacetime dimensions. The proof uses the completeness of the four matrices $\sigma^\mu$ and says nothing about a sum over a continued number of dimensions.

\section{Momentum conservation and complex momenta}

If all momenta are counted as outgoing, $\sum_kP_k=0$. From (\ref{angle}) and (\ref{square}),
\begin{equation}
\sum_k\langle ik\rangle[kj]
=-\lambda_i^T\varepsilon\Big(\sum_k\lambda_k\tilde\lambda_k^T\Big)\varepsilon\tilde\lambda_j=0.
\end{equation}

The proofs of (\ref{anti})--(\ref{fierz}) use the factorization (\ref{factor}) but not the reality condition (\ref{reality}). They therefore hold for complex massless momenta with independent $\lambda$ and $\tilde\lambda$. Equations (\ref{conj}) and (\ref{modulus}) do require real momenta and the reality condition (\ref{reality}); a rescaling with $|t|\ne1$ spoils them even for real momenta, while leaving (\ref{inv}) intact.

\section{Worked example: muon-pair production}

Take round model momenta for massless $e^-e^+\to\mu^-\mu^+$ in the centre-of-mass frame. The electron comes in along $+z$ and the positron along $-z$, each with energy 3 GeV. Counted as outgoing, the four momenta in GeV are
\begin{align}
p_1&=(-3,0,0,-3),&p_2&=(-3,0,0,3),\nonumber\\
p_3&=(3,1,2,2),&p_4&=(3,-1,-2,-2).
\end{align}
Labels 1, 2, 3, 4 denote $e^-,e^+,\mu^-,\mu^+$. For $p_3$, $p^+=5$ GeV, so $\lambda_3=(\sqrt5,(1+2i)/\sqrt5)=(2.2361,\,0.4472+0.8944i)$ in GeV$^{1/2}$. The positron needs the special case $p^+=0$, giving $\lambda_2=(0,2.4495)$ and $\tilde\lambda_2=(0,-2.4495)$. Hence
\begin{align}
\langle23\rangle&=0-(2.4495)(2.2361)=-5.477\ \mathrm{GeV},\\
[32]&=-(2.2361)(-2.4495)+0=5.477\ \mathrm{GeV}.
\end{align}
Their product is $-30$ GeV$^2$. Directly, $2p_2\cdot p_3=2(-9-6)=-30$ GeV$^2$. The negative sign reflects one incoming and one outgoing particle, as (\ref{modulus}) requires.

For the Schouten identity with $i,j,k,l=1,2,3,4$, the terms in GeV$^2$ are
\begin{align}
\langle12\rangle\langle34\rangle&=-16.0997-32.1994i,\nonumber\\
\langle13\rangle\langle42\rangle&=2.6833+5.3666i,\nonumber\\
\langle14\rangle\langle23\rangle&=13.4164+26.8328i.
\end{align}
The real parts and the imaginary parts each add to zero.

Now let both fermion lines be left-handed: the incoming electron and outgoing muon have helicity $-\frac12$, and their antiparticles have helicity $+\frac12$. Since $\lambda_1$ is computed from $-p_1$ and $\tilde\lambda_1=-\lambda_1^*$, the column $|1]$ is minus the helicity $-\frac12$ spinor of the physical electron momentum, and $\langle3|$ is the adjoint of the helicity $-\frac12$ muon spinor. An antiparticle carries the spin opposite to that of its spinor, so $|4]$ and the row $\langle2|$, built from $\lambda_2$ of the physical positron momentum, describe antiparticles of helicity $+\frac12$. The currents, in GeV, are
\begin{align}
\langle2|\gamma^\mu|1]&=(0,\,-6,\,6i,\,0),\nonumber\\
\langle3|\gamma^\mu|4]&=(0,\,-1.7889+5.3666i,\,-3.5777-2.6833i,\,4.4721).
\end{align}
Only the $x$ and $y$ components contribute to the contraction, each with a minus sign:
\begin{align}
&6(-1.7889+5.3666i)-6i(-3.5777-2.6833i)\nonumber\\
&\qquad=-26.83+53.67i\ \mathrm{GeV}^2.
\end{align}
The Fierz formula needs two brackets. With $[41]=2.4495-4.8990i$ GeV,
\begin{equation}
2\langle23\rangle[41]=2(-5.4772)(2.4495-4.8990i)
=-26.83+53.67i\ \mathrm{GeV}^2.
\end{equation}

At tree level, with one-photon exchange and fermion masses neglected, the two vertices contribute $e^2$ and the propagator contributes $1/s_{12}$, up to an overall phase. Using $s_{12}=36$ GeV$^2$ and $|\langle23\rangle|=|[41]|=\sqrt{30}$ GeV,
\begin{equation}
\frac{|M|}{e^2}=\frac{2|\langle23\rangle[41]|}{s_{12}}=\frac{60}{36}=1.667,
\qquad \frac{|M|^2}{e^4}=2.778.
\end{equation}

In general, let each particle have energy $E$ and let $\theta$ be the angle between electron and muon. Then $s_{12}=4E^2$ and $|s_{23}|=|s_{14}|=2E^2(1+\cos\theta)$, so $|M|/e^2=1+\cos\theta$. Here $\cos\theta=6/9=0.667$, in agreement with the bracket result. The amplitude vanishes at $\theta=\pi$ because the initial spin projection on the beam axis is $-1$, while a backward muon pair would carry $+1$.

The numerical check confirms the identities for these momenta and for five random momenta with mixed energy signs. It also obtains the squared contraction, $3600$ GeV$^4$, from Dirac traces that contain no brackets and no spinor phases.

\section*{Numbers as computed}
\begin{verbatim}
All-outgoing momenta (E, px, py, pz) in GeV
p1 = (-3, 0, 0, -3)
p2 = (-3, 0, 0, 3)
p3 = (3, 1, 2, 2)
p4 = (3, -1, -2, -2)
Two-component spinors in GeV^(1/2)
lambda1 = (2.4495+0.0000i, 0.0000+0.0000i)
lambda-tilde1 = (-2.4495+0.0000i, 0.0000+0.0000i)
lambda2 = (0.0000+0.0000i, 2.4495+0.0000i)
lambda-tilde2 = (0.0000+0.0000i, -2.4495+0.0000i)
lambda3 = (2.2361+0.0000i, 0.4472+0.8944i)
lambda-tilde3 = (2.2361+0.0000i, 0.4472-0.8944i)
lambda4 = (1.0000+0.0000i, -1.0000-2.0000i)
lambda-tilde4 = (1.0000+0.0000i, -1.0000+2.0000i)
Brackets in GeV; product and s_ij in GeV^2
<12> = 6.0000+0.0000i, [21] = 6.0000+0.0000i
  <12>[21] = 36.0000+0.0000i, s_12 = 2p.p = 36.0000
<13> = 1.0954+2.1909i, [31] = -1.0954+2.1909i
  <13>[31] = -6.0000+0.0000i, s_13 = 2p.p = -6.0000
<14> = -2.4495-4.8990i, [41] = 2.4495-4.8990i
  <14>[41] = -30.0000+0.0000i, s_14 = 2p.p = -30.0000
<23> = -5.4772+0.0000i, [32] = 5.4772+0.0000i
  <23>[32] = -30.0000+0.0000i, s_23 = 2p.p = -30.0000
<24> = -2.4495+0.0000i, [42] = 2.4495+0.0000i
  <24>[42] = -6.0000+0.0000i, s_24 = 2p.p = -6.0000
<34> = -2.6833-5.3666i, [43] = -2.6833+5.3666i
  <34>[43] = 36.0000+0.0000i, s_34 = 2p.p = 36.0000
Schouten terms in GeV^2
<12><34> = -16.0997-32.1994i
<13><42> = 2.6833+5.3666i
<14><23> = 13.4164+26.8328i
sum = 0.0000+0.0000i
Currents in GeV, upper index mu = 0,1,2,3
<2|gamma^mu|1] = (0.0000+0.0000i, -6.0000+0.0000i, 0.0000+6.0000i, 0.0000+0.0000i)
<3|gamma^mu|4] = (0.0000+0.0000i, -1.7889+5.3666i, -3.5777-2.6833i, 4.4721+0.0000i)
contraction, explicit sum = -26.8328+53.6656i GeV^2
2<23>[41] = -26.8328+53.6656i GeV^2
squared contraction from traces = 3600.0000 GeV^4
cos(theta) = 0.6667 (dimensionless)
|M|/e^2, left-left muon pair = 1.6667 (dimensionless)
|M|^2/e^4 = 2.7778 (dimensionless)
\end{verbatim}
